\section*{Atomic-orbital, imaginary-time RPA energies: contraction order, local metric and cost}

\section{The RPA correlation energy from pseudo-density matrices}

Written in canonical orbitals, the response matrix of the random-phase approximation (RPA) is a sum over all occupied--virtual pairs $ia$ for every pair of auxiliary functions $P,Q$. Each of the four index ranges grows with the system size $N$, so the work grows as $N^4$ per frequency. Where the canonical orbitals extend over many atoms, as in a regular chain, distance gives no reason to drop a term, and the denominator $(\varepsilon_a-\varepsilon_i)^2+\hbar^2\omega^2$ ties $i$ to $a$, so the two sums cannot be done separately. A time integral unties them and returns the problem to atom-centred functions. The cost then depends on the fitting metric and on the order of the sums, and the worst combination, a Coulomb metric with non-decaying densities and an unfavourable order, still costs $N^4$.

\subsection{Frequency form of the energy}

The reference is a closed shell with real orbitals $\psi_p=\sum_\mu C_{\mu p}\phi_\mu$, $FC=SC\varepsilon$ and $C^TSC=1$, where $F$ is the mean-field matrix and $S$ the overlap matrix. Indices $i,j$ are occupied, $a,b$ virtual, and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. With $v=e^2/(4\pi\varepsilon_0 r)$ and $\rho_{ia}=\psi_i\psi_a$, let $K_{ia,jb}=(\rho_{ia}|v|\rho_{jb})$, a positive semidefinite matrix in joules. Direct RPA is defined by $E_c=\frac12(\sum_n\Omega_n-\mathrm{Tr}\,\mathcal A)$, where $\mathcal Ax+\mathcal By=\Omega x$ and $\mathcal Bx+\mathcal Ay=-\Omega y$, $\Omega>0$, with Coulomb coupling and no exchange. For spin-conserving pairs the coupling is $K$ times a $2\times2$ spin matrix of ones, with eigenvalues 2 (singlet) and 0 (triplet); spin-flip pairs carry no density. Uncoupled blocks have $\Omega=\Delta$ and $\mathcal A=\Delta$ and contribute nothing. The singlet block has $\mathcal A=\Delta+2K$, $\mathcal B=2K$. Adding and subtracting the two equations gives $(\Delta+4K)(x+y)=\Omega(x-y)$ and $\Delta(x-y)=\Omega(x+y)$, so $\Delta(\Delta+4K)$ has eigenvalues $\Omega^2$. A similarity transformation with $\Delta^{1/2}$ makes it symmetric:
\begin{equation}
E_c=\tfrac12\Big[\sum_n\Omega_n-\mathrm{Tr}\,\Delta-2\,\mathrm{Tr}\,K\Big],\quad
\Omega_n^2=\mathrm{eig}\big[\Delta^2+4\Delta^{1/2}K\Delta^{1/2}\big].
\label{plasmon}
\end{equation}
For $a,b>0$, $\int_0^\infty\ln[(a^2+x^2)/(b^2+x^2)]\,dx=\pi(a-b)$, because both sides vanish at $a=b$ and the $a$-derivative of the left side is $\int_0^\infty 2a\,dx/(a^2+x^2)=\pi$. Put $x=\hbar\omega$ and define the diagonal matrix $G_{ia}=\Delta_{ia}/(\Delta_{ia}^2+\hbar^2\omega^2)$. Pulling $(\Delta^2+x^2)^{1/2}$ out on both sides,
\begin{equation}
\prod_n(\Omega_n^2+x^2)=\det(\Delta^2+x^2)\,\det\big(1+4G^{1/2}KG^{1/2}\big).
\label{det}
\end{equation}
Hence $\frac12(\sum\Omega-\mathrm{Tr}\,\Delta)=\frac1{2\pi}\int_0^\infty dx\,\ln\det(1+4G^{1/2}KG^{1/2})$. Since $\int_0^\infty G_{ia}\,dx=\pi/2$, also $\mathrm{Tr}\,K=\frac1{2\pi}\int_0^\infty dx\,\mathrm{Tr}\,4GK$. With $\ln\det=\mathrm{Tr}\ln$, Eq.~(\ref{plasmon}) becomes
\begin{equation}
E_c=\frac{\hbar}{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\,f\big(4G^{1/2}KG^{1/2}\big),\quad f(q)=\ln(1+q)-q .
\label{freq}
\end{equation}

\subsection{Density fitting in a general metric}

Each product is fitted with $N_x$ auxiliary functions, $\tilde\rho=\sum_Pc_P\chi_P$, with residual $\delta=\rho-\tilde\rho$. Minimising $(\delta|m|\delta)$ for a positive kernel $m$ gives $(\chi_P|m|\delta)=0$, that is $c=M^{-1}T$ with
\begin{equation}
T^P_{\mu\nu}=(\chi_P|m|\phi_\mu\phi_\nu),\quad M_{PQ}=(\chi_P|m|\chi_Q),\quad V_{PQ}=(\chi_P|v|\chi_Q).
\label{TMV}
\end{equation}
Three kernels are used: Coulomb, $m=v$; attenuated, $m=v\,\mathrm{erfc}(\kappa r)$; and overlap, $m=\delta^3(\mathbf r-\mathbf r')$. The last two are local. With $T^P_{ia}=\sum_{\mu\nu}C_{\mu i}T^P_{\mu\nu}C_{\nu a}$ as a matrix $T$ of size $N_x\times n_{\rm occ}n_{\rm virt}$, and the Cholesky factor $V=L_VL_V^T$,
\begin{equation}
\tilde K=T^T\tilde VT,\qquad \tilde V=M^{-1}VM^{-1}=LL^T,\qquad L=M^{-1}L_V .
\label{Kfit}
\end{equation}
For $W=2L^TTG^{1/2}$, the matrix in Eq.~(\ref{freq}) is $W^TW$. It shares its nonzero eigenvalues with $WW^T$, and $f(0)=0$, so
\begin{equation}
\tilde E_c=\frac{\hbar}{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\,f(Q),\qquad Q(\omega)=4L^T\,TG(\omega)T^T\,L .
\label{aux}
\end{equation}

The metric decides the character of the fitting error. Inserting $\rho=\tilde\rho+\delta$,
\begin{equation}
K-\tilde K=(\delta|v|\tilde\rho')+(\tilde\rho|v|\delta')+(\delta|v|\delta').
\label{err}
\end{equation}
For $m=v$ the fit condition removes the first two terms, since $\tilde\rho$ is a combination of the $\chi_P$. The remainder is second order in $\delta$ and is a Gram matrix, hence positive semidefinite. Every ordered eigenvalue of $4G^{1/2}\tilde KG^{1/2}$ then lies at or below the unfitted one, and $f'(q)=-q/(1+q)\le0$, so $\tilde E_c\ge E_c$. For a local metric the condition constrains $(\chi_P|m|\delta)$ and not $(\chi_P|v|\delta)$. The terms of first order in $\delta$ remain, $K-\tilde K$ need not have a definite sign, and the inequality is lost.

\subsection{Imaginary time and the atomic-orbital form}

For $\Delta>0$,
\begin{equation}
\frac1\hbar\int_0^\infty d\tau\,e^{-\Delta\tau/\hbar}\cos\omega\tau=\frac1\hbar\,\mathrm{Re}\,\frac1{\Delta/\hbar-i\omega}=\frac{\Delta}{\Delta^2+\hbar^2\omega^2}.
\label{laplace}
\end{equation}
The exponential factorises, $e^{-\Delta_{ia}\tau/\hbar}=e^{(\varepsilon_i-\mu_F)\tau/\hbar}\,e^{-(\varepsilon_a-\mu_F)\tau/\hbar}$, for any energy $\mu_F$. Define the dimensionless pseudo-density matrices
\begin{align}
P^o_{\mu\lambda}(\tau)&=\sum_iC_{\mu i}\,e^{(\varepsilon_i-\mu_F)\tau/\hbar}\,C_{\lambda i},\label{Po}\\
P^v_{\nu\sigma}(\tau)&=\sum_aC_{\nu a}\,e^{-(\varepsilon_a-\mu_F)\tau/\hbar}\,C_{\sigma a}.\label{Pv}
\end{align}
In $X_{PQ}(\tau)=\sum_{ia}T^P_{ia}e^{-\Delta_{ia}\tau/\hbar}T^Q_{ia}$, expand both $T$ in atomic orbitals (AO). The sum over $i$ collects $C_{\mu i}C_{\lambda i}$ into Eq.~(\ref{Po}), and the sum over $a$ collects $C_{\nu a}C_{\sigma a}$ into Eq.~(\ref{Pv}):
\begin{align}
X_{PQ}(\tau)&=\sum_{\mu\nu\lambda\sigma}T^P_{\mu\nu}\,P^o_{\mu\lambda}\,P^v_{\nu\sigma}\,T^Q_{\lambda\sigma},\label{X}\\
Q(\omega)&=\frac4\hbar\int_0^\infty d\tau\,\cos(\omega\tau)\,L^TX(\tau)L .\label{Q}
\end{align}
Equations (\ref{aux}), (\ref{X}) and (\ref{Q}) add no approximation to the fit. A shift of $\mu_F$ multiplies $P^o$ and $P^v$ by reciprocal factors and leaves $X$ unchanged. With $\mu_F$ at midgap, every weight in Eqs.~(\ref{Po}) and (\ref{Pv}) is at most $e^{-\Delta_{\min}\tau/2\hbar}\le1$.

The orbitals can be eliminated. Let $P_0=C_oC_o^T$ be built from the occupied columns. Then $P_0(F-\mu_FS)C_o=C_oC_o^TSC_o(\varepsilon_o-\mu_F)=C_o(\varepsilon_o-\mu_F)$, and the same holds for each power in the exponential series. For the virtual columns, $C^TSC=1$ implies $CC^T=S^{-1}$, so $Q_0=C_vC_v^T=S^{-1}-P_0$. Therefore
\begin{equation}
P^o=e^{\tau P_0(F-\mu_FS)/\hbar}P_0,\qquad P^v=e^{-\tau Q_0(F-\mu_FS)/\hbar}Q_0 .
\label{expm}
\end{equation}
At $\tau=0$, $P^o$ is the density matrix per spin, while $P^v=S^{-1}-P_0$ contains the tails of both $S^{-1}$ and $P_0$, and the slower decay sets its range; the two matrices need not be equally sparse. As $\tau\to\infty$ in a finite system, $P^o$ is dominated by the highest occupied level and is as extended as those orbitals, but the weights in $X$ have then fallen to $e^{-\Delta_{\min}\tau/\hbar}$ or below. A threshold fixed in absolute terms, with $\mu_F$ at midgap so that both matrices decay, discards these long-time tails. A threshold relative to the largest element at each $\tau$ keeps them, and so does an absolute one on $P^o$ if $\mu_F$ is placed at the highest occupied level.

\subsection{Number of time points}

In practice $G(\Delta,\omega_k)\approx\sum_j\gamma_{kj}e^{-\Delta\tau_j/\hbar}$ is fitted on $[\Delta_{\min},\Delta_{\max}]$, with $\gamma$ in J$^{-1}$, and
\begin{equation}
Q(\omega_k)\approx4L^T\Big[\sum_{j=1}^{n_\tau}\gamma_{kj}X(\tau_j)\Big]L .
\label{Qk}
\end{equation}
The number of independent exponentials follows from the Laplace operator $e^{-xt}$ with $x=\Delta/\Delta_{\min}\in[1,R]$, $R=\Delta_{\max}/\Delta_{\min}$, $t=\Delta_{\min}\tau/\hbar$. Set $x=e^u$, $t=e^{-s}$. The factors $\sqrt x$ and $\sqrt t$ that preserve the $L^2$ norms turn the kernel into $\exp(y/2-e^y)$ with $y=u-s$, a convolution. With $z=e^y$ its Fourier transform is $\int_0^\infty z^{-1/2+ik}e^{-z}dz=\Gamma(\frac12+ik)$, and the reflection formula gives $|\Gamma(\frac12+ik)|^2=\pi/\cosh\pi k$. This exceeds $\epsilon^2\pi$ for $|k|<k_\epsilon=\mathrm{arcosh}(\epsilon^{-2})/\pi$. An interval of length $\ln R$ holds $2k_\epsilon\ln R/2\pi$ such waves, so to leading order in $\ln R$ the number of singular values above $\epsilon\sqrt\pi$ is
\begin{equation}
n(\epsilon,R)=\pi^{-2}\,\mathrm{arcosh}(\epsilon^{-2})\,\ln R+\text{edge term}.
\label{rank}
\end{equation}
For $\epsilon=10^{-6}$ the slope is 6.61 per decade. A singular-value decomposition (Gauss--Legendre in $u$, trapezoid in $s$, count interpolated in the logarithm of the singular value) gives 11.07, 17.69, 24.29 and 30.90 for $R=10,10^2,10^3,10^4$, in steps of 6.62, 6.61 and 6.61. Nodes chosen greedily, by pivoted Gram--Schmidt on the unweighted columns $e^{-\Delta\tau/\hbar}$ until the largest residual falls to $10^{-6}$ of the first norm, number 11, 16, 24 and 28 with 400 energies and 600 candidate times, both spaced geometrically. The growth is similar but the steps are uneven, and a count can shift by one with the choice of these grids.

\subsection{Sparsity and contraction order}

Let $N_b$ and $N_x$, the numbers of AO and auxiliary functions, be proportional to $N$. Elements below a threshold are set to zero. Products of Gaussians decay with the separation of their centres, so each $\phi_\nu$ has at most $s$ significant partners, independent of $N$. Let $p$ bound the number of $P$ with $T^P_{\mu\nu}\ne0$ for a given $\nu$ and some $\mu$. In a local metric $\chi_P$ must lie near the product and $p$ is independent of $N$. In the Coulomb metric $T^P_{\mu\nu}\to e^2q_PS_{\mu\nu}/(4\pi\varepsilon_0r)$ at large distance $r$, with $q_P=\int\chi_P\,d^3r$, so $p\sim N_x$ as long as the system is shorter than the distance at which this tail meets the threshold. Let $d_o$ and $d_v$ bound the nonzeros per row of $P^o$ and $P^v$; a dense matrix has $d=N_b$. That $d_o$ is independent of $N$ is an assumption about the system, not a consequence of Eq.~(\ref{X}). The cost of a step is the number of index tuples with both factors nonzero, counted over all outputs unless a mask restricts them.

In the split order each $T$ absorbs one density:
\begin{equation}
A^P_{\lambda\nu}=\sum_\mu P^o_{\lambda\mu}T^P_{\mu\nu},\quad
B^Q_{\lambda\nu}=\sum_\sigma T^Q_{\lambda\sigma}P^v_{\sigma\nu},\quad
X_{PQ}=\sum_{\lambda\nu}A^P_{\lambda\nu}B^Q_{\lambda\nu}.
\label{split}
\end{equation}
Step 1 runs over the at most $N_bsp$ nonzeros of $T$ and $d_o$ values of $\lambda$; step 2 is the same with $d_v$. In step 3, for each $\lambda$ the index $\nu$ must be reachable through $\lambda\to\mu\to\nu$ ($sd_o$ ways) and through $\lambda\to\sigma\to\nu$ ($sd_v$ ways), while $P$ stays tied to $\nu$ and $Q$ to $\lambda$:
\begin{equation}
c_1\le N_bspd_o,\quad c_2\le N_bspd_v,\quad c_3\le N_bp^2\min(N_b,sd_o,sd_v).
\label{csplit}
\end{equation}
In the stacked order one $T$ absorbs both densities, a first one $P^{(1)}$ and a second one $P^{(2)}$ with row counts $d_1,d_2$; since $T^P_{\mu\nu}=T^P_{\nu\mu}$, either may come first:
\begin{equation}
A^P_{\lambda\nu}=\sum_\mu P^{(1)}_{\lambda\mu}T^P_{\mu\nu},\quad
B^P_{\lambda\sigma}=\sum_\nu A^P_{\lambda\nu}P^{(2)}_{\nu\sigma},\quad
X_{PQ}=\sum_{\lambda\sigma}B^P_{\lambda\sigma}T^Q_{\lambda\sigma}.
\label{stack}
\end{equation}
Step 1 costs $c_1\le N_bspd_1$. If all of $B$ is formed, step 2 chooses $\lambda$, then $\nu$, then $P$, then $\sigma$. But $B^P_{\lambda\sigma}$ is used only multiplied by $T^Q_{\lambda\sigma}$, so restricting it to the $N_bs$ significant pairs (masking) leaves $X$ unchanged; $\nu$ must then be reachable from $\lambda$ and from $\sigma$. Step 3 runs over the nonzeros of $T^Q$ and over those $P$ tied to such a $\nu$:
\begin{align}
c_2^{\rm full}&\le N_b\min(N_b,sd_1)\,p\,d_2,\qquad c_2^{\rm mask}\le N_bs\,\min(sd_1,d_2)\,p,\label{cstack2}\\
c_3&\le N_bsp\,\min(N_x,psd_1,pd_2).\label{cstack3}
\end{align}

The powers of $N$ for steps 1, 2, 3 follow by marking which of $p,d_o,d_v$ grow. With the Coulomb metric and dense densities, the split order gives $(3,3,4)$ and the masked order $(3,3,3)$; with sparse densities the masked order gives $(2,2,3)$, because $P$ and $Q$ both remain free. With a local metric and dense densities, the split and masked orders give $(2,2,2)$ and the unmasked order $(2,3,2)$. Contracting given densities to $X$ at quadratic cost per time point thus needs no decay of either density. With a local metric, sparse $P^o$ and dense $P^v$, the masked order with $P^o$ first gives $(1,1,1)$, with $P^v$ first $(2,1,1)$, and the split order $(1,2,1)$. A dense $P^v$ does not raise the power of $N$ when both of its indices are already confined, $\nu$ by $A$ and $\sigma$ by the mask; it can still raise the prefactor, since $\min(sd_1,d_2)$ becomes $sd_1$. The quadratic steps in the other two orders are avoidable, because they form elements that are never used. In the split order $B^Q_{\lambda\nu}$ is needed only where some $A^P_{\lambda\nu}\ne0$. With $P^v$ first, $A^P_{\lambda\nu}$ is needed only where $P^o$ links $\nu$ to a significant partner $\sigma$ of $\lambda$. Either restriction leaves a number of $\nu$ per $\lambda$ that is independent of $N$, and the step becomes linear. If both densities are sparse, the split order gives $(1,1,1)$ without such a restriction.

By Eq.~(\ref{Po}), $P^o$ is positive semidefinite of rank $n_{\rm occ}$, so a pivoted Cholesky factorisation $P^o=\ell\ell^T$ has $n_{\rm occ}$ columns. With $\bar T^P_{i\nu}=\sum_\mu\ell_{\mu i}T^P_{\mu\nu}$, Eq.~(\ref{X}) reads $X_{PQ}=\sum_{i\nu\sigma}\bar T^P_{i\nu}P^v_{\nu\sigma}\bar T^Q_{i\sigma}$. One index range shrinks from $N_b$ to $n_{\rm occ}$, which can shorten the first step. But each column of $\ell$ mixes several atomic orbitals, so $\bar T^P_{i\nu}$ can reach more $\nu$ per $i$ than $T^P_{\mu\nu}$ does per $\mu$. It enters both remaining contractions, and the total cost need not fall even when the columns of $\ell$ are sparse. When the columns are dense the mask is lost, because $\bar T^Q_{i\sigma}$ is nonzero for nearly all pairs $i\sigma$. If $P^v$ is dense too, $i$, $P$ and $Q$ are free in the last contraction, and $\sigma$ is tied to $Q$ only in a local metric, so this form costs $N^3$ in a local metric and $N^4$ in the Coulomb metric, one power more than the masked order. In a local metric a sparse $P^v$ ties $P$ to $Q$ through $\nu$ and $\sigma$, and the cost falls to $N^2$.

These costs refer to $X$ alone, with $P^o$ and $P^v$ given; forming the two matrices from Eqs.~(\ref{Po}) and (\ref{Pv}) or (\ref{expm}) in dense algebra takes $O(N_b^3)$ operations per time point. If $M^{-1}$ is short ranged, $\tilde V_{PQ}\to e^2u_Pu_Q/(4\pi\varepsilon_0r)$ with $u=M^{-1}q$, so $\tilde V$ is dense. Forming $L$, the product in Eq.~(\ref{Qk}) and the logarithm in Eq.~(\ref{aux}) take $O(N_x^3)$ operations in dense algebra, the last two at each frequency. At fixed numbers of time and frequency points the total energy is therefore cubic, or quartic if $X$ is formed in an order that costs $N^4$. Without a gap $\Delta_{\min}$ shrinks with $N$, and the number of time points needed for a given accuracy grows roughly as $\ln R$, the trend of Eq.~(\ref{rank}). The number of frequency points must grow as well, at a rate that depends on the quadrature and can exceed $\ln R$. The weak-coupling limit avoids the cubic step when $X$ is sparse and $\tilde V$ and the pseudo-density matrices are given. With $f\approx-q^2/2$, Eq.~(\ref{freq}) needs $\int_0^\infty ab\,dx/[(a^2+x^2)(b^2+x^2)]$. Partial fractions give $ab\,\frac\pi2(1/a-1/b)/(b^2-a^2)=\pi/[2(a+b)]$, and the prefactor is $-\frac1{2\pi}\cdot\frac12\cdot16\cdot\frac\pi2=-2$:
\begin{equation}
\tilde E^{(2)}=-2\sum_{ia,jb}\frac{\tilde K_{ia,jb}^2}{\Delta_{ia}+\Delta_{jb}}=-\frac2\hbar\int_0^\infty d\tau\,\mathrm{Tr}\big[(X\tilde V)^2\big].
\label{E2}
\end{equation}
The second form uses $1/D=\hbar^{-1}\int_0^\infty e^{-D\tau/\hbar}d\tau$ and Eq.~(\ref{Kfit}). For sparse $X$ and given $\tilde V$, the product $X\tilde V$ and the trace of its square each cost $O(N^2)$.

\subsection{Example: energy of CO$_2$}

Take linear CO$_2$ with bonds of $1.16\times10^{-10}$ m, Hartree--Fock orbitals, all electrons, cc-pVDZ ($N_b=42$, 11 occupied, 31 virtual) and cc-pVDZ-RI ($N_x=168$). Here $\Delta_{\min}=3.286\times10^{-18}$ J, $\Delta_{\max}=1.072\times10^{-16}$ J, $R=32.6$. With $\mu_F$ at midgap and $\tau=5\times10^{-18}$ s, the weights reduce $\mathrm{Tr}\,P^oS$ from 11 to 7.04 and $\mathrm{Tr}\,P^vS$ from 31 to 20.97. Diagonalisation with unfitted integrals gives $E_c=-2.19820\times10^{-18}$ J $=-13.720$ eV. This reference is far from the basis-set limit (cc-pVTZ gives $-3.13\times10^{-18}$ J $=-19.5$ eV, a shift of $-5.8$ eV, with $\Delta_{\min}=3.13\times10^{-18}$ J and $R=50$) and omits exchange diagrams; the second-order singles term vanishes for Hartree--Fock orbitals, where $F_{ia}=0$. It serves to isolate the numerical errors. Greedy selection at $10^{-9}$ gives 20 time points, with least-squares weights, and the frequency integral uses 30 Gauss--Legendre points $g$ mapped by $\omega=\omega_0(1+g)/(1-g)$, $\omega_0=\sqrt{\Delta_{\min}\Delta_{\max}}/\hbar=1.78\times10^{17}$ s$^{-1}$. The largest kernel error, $2.7\times10^9$ J$^{-1}$, is $9\times10^{-9}$ of $1/\Delta_{\min}$. With $\kappa=10^{10}$ m$^{-1}$, and all entries in joules:
\begin{center}
\begin{tabular}{lccc}
 & Coulomb & erfc & overlap\\
$10^{18}\tilde E_c$ & $-2.19717$ & $-2.19746$ & $-2.19942$\\
$10^{21}(\tilde E_c-E_c)$ & $1.025$ & $0.735$ & $-1.221$\\
$10^{20}\|K-\tilde K\|_F$ & $2.15$ & $3.48$ & $9.05$\\
$10^{20}\min\mathrm{eig}(K-\tilde K)$ & $0.00$ & $-1.13$ & $-3.45$
\end{tabular}
\end{center}
The AO energies differ from Eq.~(\ref{plasmon}) with the same $\tilde K$ by about $10^{-29}$ J. With the first 8 or 14 time points and the overlap metric the difference is $3.3\times10^{-23}$ J or $-8.3\times10^{-27}$ J, so 8 points already lie below the fitting error. The Coulomb column follows Eq.~(\ref{err}): no negative eigenvalue beyond rounding, and a positive energy error, $1.025\times10^{-21}/2.198\times10^{-18}=4.7\times10^{-4}$ of $|E_c|$. The negative eigenvalues in the local columns can come only from the first-order terms, since the last term of Eq.~(\ref{err}) is a Gram matrix. The integral error grows by $3.48/2.15=1.6$ and $9.05/2.15=4.2$, but the energy error does not follow: it is $3.3\times10^{-4}$ and $5.6\times10^{-4}$ of $|E_c|$, smaller for erfc than for Coulomb and of opposite sign for overlap. To first order the integrand changes by $-\mathrm{Tr}[q(1+q)^{-1}\delta q]$ with $q=4G^{1/2}KG^{1/2}$, and an indefinite $\delta q$ contributes with both signs. Split by the sign of the eigenvalues of $\tilde K-K$, this term is $4.07-3.22=0.85$ for erfc and $10.82-11.29=-0.47$ for overlap, in units of $10^{-21}$ J. Since $\mathrm{Tr}f$ is concave, the higher orders can only lower the energy, here by 0.12 and about 0.75, so for overlap they are the larger part of the error. The erfc value depends on $\kappa$: the energy error is 1.02, 0.08 and $-0.58$ for $\kappa=0.5$, 2 and $4\times10^{10}$ m$^{-1}$, while $10^{20}\|K-\tilde K\|_F$ rises through 2.33, 5.55 and 7.51. A small energy error in a local metric therefore does not bound the integral error.

\subsection{Example: operation counts in model chains}

Two hydrogen chains of $N=24,36,48$ two-atom cells with period $3.0\times10^{-10}$ m have STO-3G functions ($N_b=2N$) and two $s$ auxiliaries per atom ($N_x=4N$, exponents $5.71\times10^{20}$ and $1.43\times10^{20}$ m$^{-2}$). The orbitals are extended H\"uckel ones, $F_{\mu\mu}=-2.18\times10^{-18}$ J (the hydrogen $1s$ level) and $F_{\mu\nu}=1.75F_{\mu\mu}S_{\mu\nu}$ (Wolfsberg--Helmholz), so the chains model sparsity and not energetics. At the single time $\tau=10^{-17}$ s, elements of $T$, $P^o$, $P^v$ below $10^{-7}$ of the largest are zeroed. The chain of H$_2$ units (bond $7.4\times10^{-11}$ m) keeps a gap of $3.2\times10^{-18}$ J; $P^o$ reaches $2.17\times10^{-9}$ m, and the nonzeros per Cholesky column go from 16.6 to 17.8 as $N$ doubles. In the equidistant chain the gap falls by $2.910/5.752=0.51$, $P^o$ is full over all $1.43\times10^{-8}$ m, and the columns grow from 36.5 to 72.5. In the gapped chain the screened $P^v$ reaches only $1.87\times10^{-9}$ m and is sparse too, so the dense-$P^v$ rows below arise from leaving it unscreened.

Multiply-adds are counted from the nonzero patterns, and the exponent is taken from increments, which removes a constant edge term: $\alpha=1+\ln[(c_{48}-c_{36})/(c_{36}-c_{24})]/\ln(84/60)$. A pure $N^4$ has increment ratio $3628800/1347840=2.692$ and $\alpha=3.94$; a pure $N^3$ has $63936/32832=1.947$ and $\alpha=2.98$.
\begin{center}
\begin{tabular}{llcc}
case & order & $10^{-6}c_{48}$ & $\alpha$ per step\\
no gap, Coulomb & split & 366 & 2.93, 2.93, 3.94\\
 & masked & 55.1 & 2.93, 3.00, 2.93\\
no gap, overlap & split & 3.18 & 2.02, 2.02, 2.02\\
 & full & 14.3 & 2.02, 3.00, 2.02\\
 & masked & 3.27 & 2.02, 2.03, 2.02\\
gap, Coulomb & masked & 33.4 & 1.99, 2.05, 2.93\\
gap, overlap & split & 0.696 & 1.00, 1.00, 1.00\\
same, dense $P^v$ & masked, $P^o$ first & 0.854 & 1.00, 1.00, 1.00\\
 & masked, $P^v$ first & 1.30 & 2.02, 1.00, 1.00\\
 & split & 1.26 & 1.00, 2.02, 1.00
\end{tabular}
\end{center}
Every step attains the power in the bounds (\ref{csplit}), (\ref{cstack2}) and (\ref{cstack3}). For the gapless split order with overlap, the totals 0.77, 1.77 and 3.18 million give $1.41/1.00$ and $\alpha=1+\ln1.41/\ln1.4=2.02$; at $N=48$ it needs $366/3.18=115$ times fewer operations than the same order with the Coulomb metric, and omitting the mask costs a factor $14.3/3.27=4.4$. The Coulomb steps at 2.93 go with an exponent of 1.95 for the nonzeros of the Coulomb $T$; that this reflects weak pairs whose $1/r$ tail crosses the threshold inside the chain is a conjecture. The nonzeros of the overlap $X$ grow with exponent 1.00 in the gapped chain and 2.00 in the gapless one, while those of $\tilde V$ grow with 2.00 in both. Over all rows the screened $X$ deviates from the unscreened orbital sum by at most $3.1\times10^{-7}$ of its largest element.

All numerical values are calculated from the stated model.
